# Longitudinal and end-to-end resistance of a six-terminal quantum spin Hall bar: verification in Python

```python
# Six-terminal quantum spin Hall bar with ideal helical edges.
# Result under test: current from contact 1 to contact 4 gives
#   R_14,23 = (V2-V3)/I = h/(2 e^2)   and   R_14,14 = (V1-V4)/I = 3h/(2 e^2).
# Contacts run cyclically: 1 left, 2 and 3 top, 4 right, 5 and 6 bottom.
# T[i, j] = transmission from contact j to contact i, summed over modes.
# Resistances are in units of h/e^2 until the worked example.
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import splu
from scipy.special import expit


def potentials(T):
    """Contact potentials for unit current 1 -> 4, with V4 = 0."""
    G = np.diag(T.sum(axis=0)) - T
    keep = [0, 1, 2, 4, 5]
    V = np.zeros(6)
    V[keep] = np.linalg.solve(G[np.ix_(keep, keep)], [1, 0, 0, 0, 0])
    return V


# ---- ideal helical edge: exact solution of the contact equations ----
T_ideal = np.zeros((6, 6))
for i in range(6):
    T_ideal[i, (i + 1) % 6] = T_ideal[(i + 1) % 6, i] = 1
G_exact = sy.Matrix(6, 6, lambda i, j: 2 * int(i == j) - int(T_ideal[i, j]))
unknown = list(sy.symbols("V1 V2 V3 V5 V6"))
V_vec = sy.Matrix(unknown[:3] + [0] + unknown[3:])
equations = list(G_exact * V_vec - sy.Matrix([1, 0, 0, -1, 0, 0]))
solution = sy.solve(equations, unknown, dict=True)[0]
V_exact = [sy.sympify(v).subs(solution) for v in V_vec]
R4 = V_exact[1] - V_exact[2]
R2 = V_exact[0] - V_exact[3]
R_hall = V_exact[1] - V_exact[5]
assert R4 == sy.Rational(1, 2) and R2 == sy.Rational(3, 2) and R_hall == 0

# ---- current of one mode: velocity cancels density of states ----
# curved dispersion E(k) = k + 0.3 k^3, hbar = 1; expected (mu1-mu2)/(2 pi)
k = np.linspace(-4, 4, 40001)
E_k = k + 0.3 * k**3
mu1, mu2, kT_mode = 0.7, 0.2, 0.1
occupation = expit((mu1 - E_k) / kT_mode) - expit((mu2 - E_k) / kT_mode)
mode_current = np.sum((1 + 0.9 * k**2) * occupation) * (k[1] - k[0]) / (2 * np.pi)
assert abs(mode_current - (mu1 - mu2) / (2 * np.pi)) < 1e-7

# ---- lattice model: energies in units of the hopping parameter B ----
s0 = np.eye(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy_m = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0])
A_lat, B_lat, M_lat, mixing, E_F, eta = 2.0, 1.0, 2.0, 0.3, 0.3, 1e-6
length, width, lead_w = 44, 12, 10
onsite = (M_lat - 4 * B_lat) * np.kron(s0, sz) + mixing * np.kron(sy_m, sy_m)
hop_x = 0.5j * A_lat * np.kron(sz, sx) + B_lat * np.kron(s0, sz)
hop_y = 0.5j * A_lat * np.kron(s0, sy_m) + B_lat * np.kron(s0, sz)
# time reversal U K with U = i s_y: every term must be invariant
U = np.kron(1j * sy_m, s0)
for term in (onsite, hop_x, hop_y):
    assert np.allclose(U @ term.conj() @ U.conj().T, term)


def slice_h(n, hop):
    h = np.kron(np.eye(n, k=-1), hop)
    return h + h.conj().T + np.kron(np.eye(n), onsite)


def self_energy(h0, v):
    """Semi-infinite lead by decimation; v hops away from the bar."""
    z = (E_F + 1j * eta) * np.eye(len(h0))
    surface, bulk = h0.astype(complex), h0.astype(complex)
    a, b = v.conj().T, v.copy()
    for _ in range(60):
        g = np.linalg.inv(z - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface, bulk = surface + agb, bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
        if max(np.abs(a).max(), np.abs(b).max()) < 1e-13:
            break
    else:
        raise RuntimeError("lead decimation did not converge")
    return v.conj().T @ np.linalg.inv(z - surface) @ v


def count_modes(h0, v):
    """Number of modes moving one way at E_F, from the ribbon bands."""
    below = []
    for q in np.linspace(-np.pi, np.pi, 301):
        h = h0 + v * np.exp(-1j * q) + v.conj().T * np.exp(1j * q)
        below.append(np.sum(np.linalg.eigvalsh(h) < E_F))
    return int(np.maximum(-np.diff(below), 0).sum())


end_h, side_h = slice_h(width, hop_y), slice_h(lead_w, hop_x)
end_v, side_v = np.kron(np.eye(width), hop_x), np.kron(np.eye(lead_w), hop_y)
modes_end, modes_side = count_modes(end_h, end_v), count_modes(side_h, side_v)
assert modes_end == 2 and modes_side == 2
sigma_left = self_energy(end_h, end_v.conj().T)
sigma_right = self_energy(end_h, end_v)
sigma_top = self_energy(side_h, side_v)
sigma_bottom = self_energy(side_h, side_v.conj().T)


def orbitals(xs, ys):
    return np.array([4 * (x * width + y) + o for x in xs for y in ys for o in range(4)])


probe_a, probe_b = range(8, 18), range(26, 36)
all_leads = [
    (orbitals([0], range(width)), sigma_left),
    (orbitals(probe_a, [width - 1]), sigma_top),
    (orbitals(probe_b, [width - 1]), sigma_top),
    (orbitals([length - 1], range(width)), sigma_right),
    (orbitals(probe_b, [0]), sigma_bottom),
    (orbitals(probe_a, [0]), sigma_bottom),
]


def lattice_transmission(leads, disorder, magnet):
    """Transmissions from Green functions; magnet acts on edge 2-3 only."""
    n_site = length * width
    step_x = sp.kron(sp.eye(length, k=-1), sp.eye(width))
    step_y = sp.kron(sp.eye(length), sp.eye(width, k=-1))
    hops = sp.kron(step_x, hop_x) + sp.kron(step_y, hop_y)
    scalar = disorder * np.random.default_rng(7).uniform(-1, 1, n_site)
    patch = np.zeros((length, width))
    patch[18:26, width - 3:] = magnet
    H = hops + hops.conj().T + sp.kron(sp.eye(n_site), onsite)
    H = H + sp.kron(sp.diags(scalar), np.eye(4))
    H = H + sp.kron(sp.diags(patch.ravel()), np.kron(sx, s0))
    dim = 4 * n_site
    system = (E_F + 1j * eta) * sp.eye(dim) - H
    for idx, sigma in leads:
        rows, cols = np.repeat(idx, len(idx)), np.tile(idx, len(idx))
        system = system - sp.coo_matrix((sigma.ravel(), (rows, cols)), shape=(dim, dim))
    solver = splu(sp.csc_matrix(system))
    gammas = [1j * (s - s.conj().T) for _, s in leads]
    T = np.zeros((len(leads), len(leads)))
    for j, (idx_j, _) in enumerate(leads):
        source = np.zeros((dim, len(idx_j)), complex)
        source[idx_j, np.arange(len(idx_j))] = 1
        G_cols = solver.solve(source)
        for i, (idx_i, _) in enumerate(leads):
            if i != j:
                g = G_cols[idx_i]
                T[i, j] = np.trace(gammas[i] @ g @ gammas[j] @ g.conj().T).real
    return T


disorder_strength, magnet_strength = 0.5, 0.4
T_lat = lattice_transmission(all_leads, disorder_strength, 0.0)
lattice_error = np.abs(T_lat - T_ideal).max()
assert lattice_error < 1e-3  # finite widths and eta leave a small remainder
V_lat = potentials(T_lat)
assert abs(V_lat[1] - V_lat[2] - float(R4)) < 1e-3
assert abs(V_lat[0] - V_lat[3] - float(R2)) < 1e-3
# side leads removed: both edges run straight from end to end
T_bare = lattice_transmission([all_leads[0], all_leads[3]], disorder_strength, 0.0)
R_bare = 1 / T_bare[1, 0]
assert abs(R_bare - 0.5) < 1e-3
# a magnetic patch breaks time reversal and permits backscattering
T_mag = lattice_transmission(all_leads, disorder_strength, magnet_strength)
t_mag = T_mag[2, 1]
assert 0.01 < t_mag < 0.9
V_mag = potentials(T_mag)
r = 1 / t_mag
assert abs(V_mag[1] - V_mag[2] - 3 * r / (5 + r)) < 5e-3
assert abs(V_mag[0] - V_mag[3] - 3 * (2 + r) / (5 + r)) < 5e-3


# ---- side probes that absorb only with probability p ----
def partial_probe_transmission(p):
    absorb = [1, p, p, 1, p, p]
    T = np.zeros((6, 6))
    for start in range(6):
        for direction in (1, -1):
            flux, place = absorb[start], start
            while flux > 1e-15:
                place = (place + direction) % 6
                T[place, start] += flux * absorb[place]
                flux *= 1 - absorb[place]
    return T


for p in (0.05, 0.4, 0.9, 1.0):
    V_p = potentials(partial_probe_transmission(p))
    assert abs(V_p[0] - V_p[3] - 0.5 * (1 + 2 * p / (2 - p))) < 1e-10
    assert abs(V_p[1] - V_p[2] - 0.5 * p / (2 - p)) < 1e-10

# ---- heat in each contact by energy integration (e = h = 1) ----
V_num = np.array([float(v) for v in V_exact])
energy = np.linspace(-5, 7, 24001)
fermi = expit((V_num[:, None] - energy) / 0.13)
heat = []
for i in range(6):
    net_arrivals = T_ideal[i] @ fermi - T_ideal[i].sum() * fermi[i]
    heat.append(np.sum((energy - V_num[i]) * net_arrivals) * (energy[1] - energy[0]))
heat = np.array(heat)
assert np.allclose(heat, float(R4) ** 2, atol=1e-7)
assert abs(heat.sum() - float(R2)) < 1e-6

# ---- worked example: rough values in the regime of an HgTe quantum well ----
half_gap, hbar_v = 10e-3, 0.35          # eV, eV nm
mobility = 1e5                          # cm^2/(V s)
segment, back_length, bar_width = 1.0, 10.0, 1.0   # micrometres
temperature, current = 1.5, 1e-9        # K, A
probe_p = 0.9
RK = const.h / const.e**2
RK_gauss = 2 * np.pi / (const.fine_structure * const.c * 100)   # s/cm
coulomb = 1 / (4 * np.pi * const.epsilon_0)
assert abs(RK_gauss * 100 * coulomb / RK - 1) < 1e-7
kB = const.k / const.e                  # eV/K
V_volt = V_num * RK * current
R4_ohm, R2_ohm = float(R4) * RK, float(R2) * RK

# incoherent backscattering: add up many thin scatterers in series
factor = 1 + segment / back_length
slices = 20000
R_thin = segment / back_length / slices
T_total = 1.0
for _ in range(slices):
    T_total = T_total * (1 - R_thin) / (1 - (1 - T_total) * R_thin)
assert abs(1 / T_total - factor) < 1e-5
V_scattered = potentials(T_ideal * T_total)
assert abs(V_scattered[0] - V_scattered[3] - float(R2) * factor) < 1e-4


def bulk_density(T):
    """Thermal electrons per nm^2: massive Dirac band, Boltzmann tail."""
    kT = kB * T
    return kT * (half_gap + kT) * np.exp(-half_gap / kT) / (np.pi * hbar_v**2)


def bulk_ratio(T):
    """Bulk sheet conductance (electrons and holes) over e^2/h."""
    return 2 * const.e * bulk_density(T) * 1e14 * mobility * RK


T_leak = brentq(lambda T: bulk_ratio(T) - 0.01, 3, 60)
kT_leak = kB * T_leak


def occupied(q):
    return q / np.pi * expit(-np.hypot(half_gap, hbar_v * q) / kT_leak)


density_full = quad(occupied, 0, 0.6, epsabs=1e-15, limit=200)[0]
assert abs(density_full / bulk_density(T_leak) - 1) < 0.01  # Boltzmann tail

# decay length of the edge state from the zero-energy Dirac equation
decay_matrix = np.linalg.solve(-1j * hbar_v * sy_m, -half_gap * sz)
decay_length = hbar_v / half_gap
assert np.isclose(np.linalg.eigvals(decay_matrix).real.max(), 1 / decay_length)
overlap = np.exp(-1000 * bar_width / decay_length)
V_partial = potentials(partial_probe_transmission(probe_p))

print("IDEAL BAR")
print("V1..V6 in units of I h/e^2:", ", ".join(str(v) for v in V_exact))
print(f"R_14,23 = {R4} h/e^2; R_14,14 = {R2} h/e^2; R_14,26 = {R_hall} h/e^2")
print(f"h/e^2 = {RK:.3f} ohm = {RK_gauss:.5e} s/cm")
print(f"R_14,23 = {R4_ohm:.2f} ohm = {float(R4) * RK_gauss:.5e} s/cm")
print(f"R_14,14 = {R2_ohm:.2f} ohm = {float(R2) * RK_gauss:.5e} s/cm")
print("LATTICE TEST (energies in units of B)")
print(f"A = {A_lat}, M = {M_lat}, spin mixing = {mixing}, Fermi energy = {E_F}")
print(f"bar {length} x {width} sites, side leads {lead_w} sites wide")
print(f"scalar disorder +-{disorder_strength}, magnetic patch {magnet_strength}")
print(f"modes each way in end lead, side lead: {modes_end}, {modes_side}")
print(f"largest deviation of any T_ij from ideal: {lattice_error:.1e}")
print(f"R_14,23 from lattice: {V_lat[1] - V_lat[2]:.5f} h/e^2")
print(f"R_14,14 from lattice: {V_lat[0] - V_lat[3]:.5f} h/e^2")
print(f"two-terminal R without side leads: {R_bare:.5f} h/e^2")
print(f"transmission 2->3 with magnetic patch: {t_mag:.4f}")
print(f"R_14,23 with magnetic patch: {V_mag[1] - V_mag[2]:.4f} h/e^2")
print(f"R_14,14 with magnetic patch: {V_mag[0] - V_mag[3]:.4f} h/e^2")
print("WORKED EXAMPLE (rough HgTe quantum-well regime)")
print(f"half-gap = {half_gap * 1e3:.1f} meV; hbar v = {hbar_v:.2f} eV nm")
print(f"mobility = {mobility:.0e} cm^2/(V s); temperature = {temperature} K")
print(f"segment = {segment} um; bar width = {bar_width} um")
print(f"backscattering length = {back_length} um; current = {current * 1e9:.1f} nA")
for number, value in enumerate(V_volt, 1):
    print(f"V{number} = {value * 1e6:.3f} uV")
print(f"total heat = {current**2 * R2_ohm * 1e15:.3f} fW")
print(f"heat per contact = {heat[0] * RK * current**2 * 1e15:.3f} fW")
print("NEGLECTED EFFECTS")
print(f"edge backscattering multiplies R by {factor:.3f}")
print(f"R_14,23 with backscattering = {R4_ohm * factor:.1f} ohm")
print(f"R_14,14 with backscattering = {R2_ohm * factor:.1f} ohm")
print(f"probe absorption p = {probe_p}")
print(f"R_14,23 with these probes = {(V_partial[1] - V_partial[2]) * RK:.1f} ohm")
print(f"R_14,14 with these probes = {(V_partial[0] - V_partial[3]) * RK:.1f} ohm")
print(f"thermal energy = {kB * temperature * 1e3:.4f} meV")
print(f"bulk sheet conductance/(e^2/h) at {temperature} K = {bulk_ratio(temperature):.1e}")
print(f"temperature where this ratio is 0.01 = {T_leak:.1f} K")
print(f"bulk electron density there = {bulk_density(T_leak) * 1e14:.2e} cm^-2")
print(f"edge decay length = {decay_length:.1f} nm")
print(f"edge-to-edge factor exp(-width/decay length) = {overlap:.1e}")
print(f"e(V1-V4)/half-gap = {V_volt[0] / half_gap:.2e}")
print(f"current at which e(V1-V4) = half-gap: {half_gap / R2_ohm * 1e9:.0f} nA")
print("ALL CHECKS PASSED")
```

It prints:

```
IDEAL BAR
V1..V6 in units of I h/e^2: 3/2, 1, 1/2, 0, 1/2, 1
R_14,23 = 1/2 h/e^2; R_14,14 = 3/2 h/e^2; R_14,26 = 0 h/e^2
h/e^2 = 25812.807 ohm = 2.87206e-08 s/cm
R_14,23 = 12906.40 ohm = 1.43603e-08 s/cm
R_14,14 = 38719.21 ohm = 4.30809e-08 s/cm
LATTICE TEST (energies in units of B)
A = 2.0, M = 2.0, spin mixing = 0.3, Fermi energy = 0.3
bar 44 x 12 sites, side leads 10 sites wide
scalar disorder +-0.5, magnetic patch 0.4
modes each way in end lead, side lead: 2, 2
largest deviation of any T_ij from ideal: 9.9e-06
R_14,23 from lattice: 0.50000 h/e^2
R_14,14 from lattice: 1.50001 h/e^2
two-terminal R without side leads: 0.50002 h/e^2
transmission 2->3 with magnetic patch: 0.2013
R_14,23 with magnetic patch: 1.4951 h/e^2
R_14,14 with magnetic patch: 2.0971 h/e^2
WORKED EXAMPLE (rough HgTe quantum-well regime)
half-gap = 10.0 meV; hbar v = 0.35 eV nm
mobility = 1e+05 cm^2/(V s); temperature = 1.5 K
segment = 1.0 um; bar width = 1.0 um
backscattering length = 10.0 um; current = 1.0 nA
V1 = 38.719 uV
V2 = 25.813 uV
V3 = 12.906 uV
V4 = 0.000 uV
V5 = 12.906 uV
V6 = 25.813 uV
total heat = 38.719 fW
heat per contact = 6.453 fW
NEGLECTED EFFECTS
edge backscattering multiplies R by 1.100
R_14,23 with backscattering = 14197.0 ohm
R_14,14 with backscattering = 42591.1 ohm
probe absorption p = 0.9
R_14,23 with these probes = 10559.8 ohm
R_14,14 with these probes = 34026.0 ohm
thermal energy = 0.1293 meV
bulk sheet conductance/(e^2/h) at 1.5 K = 7.1e-35
temperature where this ratio is 0.01 = 19.2 K
bulk electron density there = 1.21e+07 cm^-2
edge decay length = 35.0 nm
edge-to-edge factor exp(-width/decay length) = 3.9e-13
e(V1-V4)/half-gap = 3.87e-03
current at which e(V1-V4) = half-gap: 258 nA
ALL CHECKS PASSED
```
